# Two-Limit J = 1 Series from Singlet and Triplet Quantum Defects

## Two cases that can be seen at once

When a p electron from the outermost shell of neon or a heavier rare gas is raised to an outer s orbital, it leaves a p⁵ core in a ²P term. Suppose first that this core had no fine structure. Every series would then converge to one limit. The total spin of core and outer electron would be a good quantum number, and the J = 1 levels would form a singlet and a triplet series with effective quantum numbers

\[
\nu=n-\mu_S\quad({}^1P_1),\qquad \nu=n-\mu_T\quad({}^3P_1).
\]

Suppose instead that the core is split but \(\mu_S=\mu_T=\mu\). The outer electron then does not sense the spin coupling, and each core level carries its own undisturbed series \(n-\mu\).

The real case has both a splitting and unequal defects. Inside the core the electron is sorted by total spin; far outside it is sorted by the core level left behind. Under the assumptions stated below, which suit neon and argon much better than krypton or xenon, the numbers \(\mu_S\) and \(\mu_T\), the splitting and angular-momentum algebra fix the resulting levels.

## Assumptions and the recoupling matrix

The core levels \(J_c=3/2\) and \(J_c=1/2\) define the limits \(I_1\) and \(I_2=I_1+\Delta\), with \(\Delta>0\). For a level at energy \(E<I_1\), define \(\nu_1,\nu_2>0\) by

\[
E=I_i-\frac{R}{\nu_i^2},\qquad R=\frac{m e^4}{8\varepsilon_0^2h^2}, \tag{1}
\]

where the nucleus is taken as infinitely heavy. Three assumptions define the model:

- short-range scattering is diagonal in LS coupling, with nearly energy-independent defects;
- \(\Delta\) matters through the two limits, and its effect inside the core is neglected;
- mixing with the J = 1 channels of an outer d electron is neglected.

Coupling \(J_c=3/2\) to an s electron gives J = 1, 2, and \(J_c=1/2\) gives J = 0, 1. So J = 1 has two channels. The J = 0 and J = 2 series have one channel each and are pure triplet, because a singlet with L = 1 has J = 1.

Write product states as |core \(m_L\); core spin, outer spin⟩, with α and β for spin up and down. A p⁵ core in a ²P term couples as \(L_c=1\), \(S_c=1/2\); being one electron short of a full shell changes the order of its levels, not this algebra. Lowering \(|\tfrac32\tfrac32\rangle=|1\alpha\rangle\), and then taking the orthogonal state, gives the core states

\[
|\tfrac32\tfrac12\rangle=\frac{\sqrt2\,|0\alpha\rangle+|1\beta\rangle}{\sqrt3},\qquad
|\tfrac12\tfrac12\rangle=\frac{\sqrt2\,|1\beta\rangle-|0\alpha\rangle}{\sqrt3}.
\]

For \(J_c=3/2\), the state with J = M = 1 must be orthogonal to the J = 2 state, which is proportional to \(\sqrt3|\tfrac32\tfrac12\rangle\alpha+|\tfrac32\tfrac32\rangle\beta\). It is therefore \((\sqrt3|\tfrac32\tfrac32\rangle\beta-|\tfrac32\tfrac12\rangle\alpha)/2\). In products, the two channel states are

\[
\begin{aligned}
|\tfrac32\rangle&=\frac{\sqrt3}{2}|1\alpha\beta\rangle-\frac{1}{2\sqrt3}|1\beta\alpha\rangle-\frac1{\sqrt6}|0\alpha\alpha\rangle,\\
|\tfrac12\rangle&=\sqrt{\tfrac23}\,|1\beta\alpha\rangle-\frac1{\sqrt3}|0\alpha\alpha\rangle .
\end{aligned}
\]

The LS states follow in the same way, the triplet one being orthogonal to ³P₂:

\[
|S\rangle=\frac{|1\alpha\beta\rangle-|1\beta\alpha\rangle}{\sqrt2},\qquad
|T\rangle=\frac{|1\alpha\beta\rangle+|1\beta\alpha\rangle}{2}-\frac{|0\alpha\alpha\rangle}{\sqrt2}.
\]

The four overlaps are

\[
\begin{aligned}
\langle\tfrac32|S\rangle&=\tfrac1{\sqrt2}\Big(\tfrac{\sqrt3}2+\tfrac1{2\sqrt3}\Big)=\sqrt{\tfrac23}, &
\langle\tfrac32|T\rangle&=\tfrac12\Big(\tfrac{\sqrt3}2-\tfrac1{2\sqrt3}\Big)+\tfrac1{2\sqrt3}=\tfrac1{\sqrt3},\\
\langle\tfrac12|S\rangle&=-\tfrac1{\sqrt3}, &
\langle\tfrac12|T\rangle&=\tfrac1{\sqrt6}+\tfrac1{\sqrt6}=\sqrt{\tfrac23}.
\end{aligned}
\]

With rows 3/2, 1/2 and columns S, T,

\[
U=\frac1{\sqrt3}\begin{pmatrix}\sqrt2&1\\-1&\sqrt2\end{pmatrix}. \tag{2}
\]

Changing the sign of a basis state changes the sign of a row or column, which leaves the levels unaffected.

## First derivation: matching Coulomb functions

Measure r in Bohr radii and, in this section, energy in hartree (2R). Outside the core the radial function in a channel obeys

\[
P''+\Big(\frac2r-\frac1{\nu^2}\Big)P=0 .
\]

The solution that starts as \(f\to r\) is

\[
f=r\,e^{-r/\nu}M(1-\nu,2,z),\qquad z=\frac{2r}{\nu},
\]

with M Kummer's function. Both the equation and this starting condition depend on ν through \(\nu^2\) alone, so f is smooth in energy.

The decaying solution is \(D=\Gamma(1-\nu)\,e^{-z/2}z\,\mathcal U(1-\nu,2,z)\), with \(\mathcal U\) Tricomi's function. Its logarithmic series is

\[
\mathcal U(a,2,z)=\frac1{\Gamma(a)z}+\frac1{\Gamma(a-1)}\sum_{k\ge0}\frac{(a)_kz^k}{(2)_kk!}\big[\ln z+\psi(a+k)-\psi(1+k)-\psi(2+k)\big].
\]

Here \(a=1-\nu\), so \(\Gamma(a)/\Gamma(a-1)=a-1=-\nu\), and the sum acquires the prefactor \(-\nu z=-2r\). The reflection formula gives \(\psi(1-\nu+k)=\psi(\nu-k)+\pi\cot\pi\nu\). The cotangent is common to all terms and multiplies the series of M. Therefore

\[
D=-2\pi\,(f\cot\pi\nu+g),
\]

\[
g=-\frac{e^{-r/\nu}}{2\pi}\Big\{1-2r\sum_{k\ge0}\frac{(1-\nu)_kz^k}{(2)_kk!}\big[\ln z+\psi(\nu-k)-\psi(1+k)-\psi(2+k)\big]\Big\}.
\]

Multiplying D by \(-\sin(\pi\nu)/2\pi\) gives the decaying solution in the form

\[
P_{\rm dec}=f\cos\pi\nu+g\sin\pi\nu. \tag{3}
\]

The function g has no poles at integer ν: where \(\psi(\nu-k)\) diverges, \((1-\nu)_k\) vanishes. For \(\nu\to\infty\), \((1-\nu)_kz^k\to(-2r)^k\) and \(\ln z+\psi(\nu-k)\to\ln2r\), which turns the series into that of \(\sqrt{r/2}\,Y_1(\sqrt{8r})\). To first order in r the terms odd in 1/ν cancel: the exponential contributes \(-r/\nu\), and \(\psi(\nu)\simeq\ln\nu-1/(2\nu)\) contributes \(+r/\nu\). Numerically, at r = 1, the deviation of g from its limit times \(\nu^2\) is −0.0392 at both ν = 20.3 and ν = 40.7, as expected for a function linear in energy near the limit.

The defect of an LS channel α is defined by its radial function outside the core, \(f\cos\pi\mu_\alpha-g\sin\pi\mu_\alpha\). A superposition with amplitudes \(A_\alpha\) has in core channel i the radial function

\[
\sum_\alpha U_{i\alpha}A_\alpha\,(f_i\cos\pi\mu_\alpha-g_i\sin\pi\mu_\alpha).
\]

For a bound state this must equal \(Z_i(f_i\cos\pi\nu_i+g_i\sin\pi\nu_i)\). Compare the coefficients of \(f_i\) and \(g_i\). Multiplying the first by \(\sin\pi\nu_i\), the second by \(\cos\pi\nu_i\), and subtracting eliminates \(Z_i\):

\[
\sum_\alpha U_{i\alpha}\sin\pi(\nu_i+\mu_\alpha)\,A_\alpha=0,\qquad i=1,2. \tag{4}
\]

Multiplying by \(\cos\pi\nu_i\) and \(\sin\pi\nu_i\) instead, and adding, gives \(Z_i=\sum_\alpha U_{i\alpha}\cos\pi(\nu_i+\mu_\alpha)A_\alpha\).

A nonzero A requires the determinant of (4) to vanish. With (2), and after multiplication by 3,

\[
2\sin\pi(\nu_1+\mu_S)\sin\pi(\nu_2+\mu_T)+\sin\pi(\nu_1+\mu_T)\sin\pi(\nu_2+\mu_S)=0. \tag{5}
\]

Let \(\sigma=\mu_S+\mu_T\) and \(\delta=\mu_S-\mu_T\). The identity \(2\sin a\sin b=\cos(a-b)-\cos(a+b)\) turns twice the left side of (5) into

\[
2\cos\pi(\nu_1-\nu_2+\delta)+\cos\pi(\nu_1-\nu_2-\delta)-3\cos\pi(\nu_1+\nu_2+\sigma).
\]

Expanding the first two cosines gives \(3\cos\pi\delta\cos\pi(\nu_1-\nu_2)-\sin\pi\delta\sin\pi(\nu_1-\nu_2)\). Hence

\[
\boxed{\cos\pi(\nu_1+\nu_2+\sigma)=\cos\pi\delta\cos\pi(\nu_1-\nu_2)-\tfrac13\sin\pi\delta\sin\pi(\nu_1-\nu_2)} \tag{6}
\]

Together with (1), this is one equation for E.

## Second derivation: a wave returning to the core

Now treat the bound state as a wave that runs out, is turned back by the Coulomb tail and is scattered again by the core. The semiclassical wave number is \(k=\sqrt{2/r-1/\nu^2}\), with turning point \(2\nu^2\). Let \(\varphi(r)=\int_0^rk\,dr'\). Substituting \(r=2\nu^2\sin^2\theta\) gives the full phase:

\[
\int_0^{2\nu^2}k\,dr=4\nu\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\nu .
\]

The wave that decays beyond the turning point is, inside it, proportional to \(k^{-1/2}\cos(\pi\nu-\varphi-\pi/4)\). Its incoming part \(e^{-i\varphi}\) has amplitude \(e^{i(\pi\nu-\pi/4)}\) and its outgoing part \(e^{i\varphi}\) has the conjugate amplitude. The tail therefore acts in channel i as

\[
b^{\rm in}_i=-i\,e^{2\pi i\nu_i}\,b^{\rm out}_i .
\]

Hydrogen fixes the reflection at the centre. Its s levels lie at integer ν, so a complete round trip must then give the factor 1, and the centre must supply \(+i\). A short-range phase shift \(\pi\mu_\alpha\) adds the factor \(e^{2\pi i\mu_\alpha}\). In the basis of core channels,

\[
b^{\rm out}=i\,\mathcal S\,b^{\rm in},\qquad \mathcal S_{ij}=\sum_\alpha U_{i\alpha}e^{2\pi i\mu_\alpha}U_{j\alpha}.
\]

With \(\mathcal R=\mathrm{diag}(e^{2\pi i\nu_1},e^{2\pi i\nu_2})\), the wave repeats itself after a round trip if \(b^{\rm out}=\mathcal S\mathcal R\,b^{\rm out}\). For a 2 × 2 matrix this requires

\[
0=\det(1-\mathcal S\mathcal R)=1-\mathrm{tr}(\mathcal S\mathcal R)+\det\mathcal S\,\det\mathcal R. \tag{7}
\]

The diagonal elements of \(\mathcal S\) follow from \(\mu_{S,T}=(\sigma\pm\delta)/2\):

\[
\begin{aligned}
\mathcal S_{11}&=\tfrac23e^{2\pi i\mu_S}+\tfrac13e^{2\pi i\mu_T}=e^{i\pi\sigma}\big(\cos\pi\delta+\tfrac i3\sin\pi\delta\big),\\
\mathcal S_{22}&=\tfrac13e^{2\pi i\mu_S}+\tfrac23e^{2\pi i\mu_T}=e^{i\pi\sigma}\big(\cos\pi\delta-\tfrac i3\sin\pi\delta\big).
\end{aligned}
\]

The product of determinants is \(e^{2\pi i(\nu_1+\nu_2+\sigma)}\). Dividing (7) by \(e^{i\pi(\nu_1+\nu_2+\sigma)}\) gives

\[
2\cos\pi(\nu_1+\nu_2+\sigma)=e^{i\pi(\nu_1-\nu_2)}\big(\cos\pi\delta+\tfrac i3\sin\pi\delta\big)+\text{c.c.}
\]

The right side is twice the real part of its first term, which reproduces (6).

## What the condition says

If \(\Delta\) is negligible, \(\nu_1=\nu_2=\nu\) and (6) reads \(\cos\pi(2\nu+\sigma)=\cos\pi\delta\). Hence \(2\nu+\sigma=2n\pm\delta\), and the levels are \(n-\mu_T\) and \(n-\mu_S\), the opening case.

For small δ, \(\cos\pi\delta\) differs from 1 by order \(\delta^2\), and the right side of (6) is \(\cos[\pi(\nu_1-\nu_2)+\pi\delta/3]\) to first order. Equating the arguments with either sign, up to multiples of 2π, gives

\[
\nu_1\simeq n-\frac{2\mu_S+\mu_T}3,\qquad \nu_2\simeq n'-\frac{\mu_S+2\mu_T}3. \tag{8}
\]

These are the jj-coupled series, whose defects are averages with the weights \(U_{i\alpha}^2\). Inverting the cosine is safe only where its slope is not small, so (8) requires \(|\sin\pi(\nu_1-\nu_2)|\gg\pi|\delta|\). It fails where levels of the two series nearly coincide.

The full perturbation of the lower series follows by putting \(\nu_1=n-M\) in (5), with \(s_\alpha=\sin\pi(\nu_2+\mu_\alpha)\):

\[
\tan\pi M=\frac{2s_T\sin\pi\mu_S+s_S\sin\pi\mu_T}{2s_T\cos\pi\mu_S+s_S\cos\pi\mu_T}.
\]

The defect M thus varies with \(\nu_2\). It equals \(\mu_S\) where \(s_S=0\) and \(\mu_T\) where \(s_T=0\), up to integers.

The wave function also gives the share of each core level. For the decaying solution (3), differentiating the radial equation with respect to energy gives \((P\,\partial_EP'-P'\partial_EP)'=-2P^2\). Integrate this from a small radius \(r_0\) outward and neglect the slow energy dependence of f and g at \(r_0\). With \(d\nu/dE=\nu^3\),

\[
\int_{r_0}^\infty P^2dr\simeq\tfrac12\,\pi\nu^3\,(fg'-f'g)=\frac{\nu^3}4,
\]

because the Wronskian is \(1/2\pi\), as \(f\to r\) and \(g\to-1/2\pi\) at small r show. Neglecting the norm inside the core, the weight of channel i is proportional to \(\nu_i^3Z_i^2\).

## A model atom

Take \(\Delta=0.1\) eV. To the Coulomb attraction add Gaussian wells \(-V_\alpha e^{-r^2/b^2}\) with \(b=0.05\) nm, \(V_S=15\) eV and \(V_T=40\) eV. Calculations with a single limit give, at n = 8, \(\mu_S=0.09135\) and \(\mu_T=0.20342\). These two numbers are put into (6). The reference is a diagonalization of the coupled two-limit Hamiltonian, whose angular part is built from spin and orbital matrices without using U. This atom tests (6); it is not a rare gas. Its outer electron is not excluded from the core orbitals, so it also has an n = 1 pair, near −27.5 and −17.9 eV. Its Δ is close to that of neon, but its \(|\delta|\) is three to four times the value of about 0.03 found in the lowest s levels of neon, so the mixing of the series is exaggerated.

Consider the predicted level at −302.068 meV, measured from \(I_1\). With R = 13605.693 meV,

\[
\nu_1=\sqrt{\frac{13605.693}{302.068}}=6.7113,\qquad \nu_2=\sqrt{\frac{13605.693}{402.068}}=5.8172 .
\]

Here \(\sigma=0.29477\) and \(\delta=-0.11207\). The left side of (6) is \(\cos(12.8232\,\pi)=-0.850\). The right side is \(-0.887+0.038=-0.850\) after rounding, so the condition holds. Diagonalization puts this level at −302.116 meV.

Some neighbouring levels are listed below; w is the weight of the core level 1/2 from the diagonalization.

| Diagonalized (meV) | Predicted (meV) | w |
|---:|---:|---:|
| −394.299 | −394.258 | 0.021 |
| −302.116 | −302.068 | 0.846 |
| −285.943 | −285.931 | 0.145 |
| −219.892 | −219.892 | 0.023 |
| −191.533 | −191.522 | 0.949 |

The second and third levels show where (8) is insufficient. The averaged defects, 0.12870 and 0.16606, would place the n = 7 level of the lower series at \(-13605.693/6.8713^2=-288.2\) meV and the n = 6 level of the upper series at \(100-13605.693/5.8339^2=-299.8\) meV. They would be 11.6 meV apart. The actual distance is 16.2 meV, and both levels have mixed cores. Condition (6) reproduces this repulsion.

Over the 13 levels with \(4.5<\nu_1<13\), the largest energy error relative to the diagonalization is 0.17 meV, and the predicted weights are within 0.0004. Letting the defects vary linearly with energy, measured in each LS channel from its mean core energy (\(I_1+\Delta/3\) for the singlet, \(I_1+2\Delta/3\) for the triplet), lowers the largest energy error to 0.02 meV, so most of it came from treating them as constant. The same drift measured from \(I_1\) in both channels leaves 0.05 meV. Interchanging the weights 2/3 and 1/3 raises the largest mismatch between the two sides of (6), at the diagonalized energies, from 0.004 to 0.23.

At n = 2 the exchange splitting is about five times Δ, and the two levels are nearly a pure triplet and a pure singlet: at −4.199 and −3.719 eV, they have singlet probabilities 0.009 and 0.991.

## What each derivation assumes

Both derivations use the three assumptions stated with (1), and both need \(E<I_1\). Between the limits channel 1 is open, and its decay condition no longer applies. Neither can repair a strong mixing with d channels, which would enlarge U and bring in further defects. Real atoms offer a direct check, since the model gives the J = 0 and J = 2 series the same defect \(\mu_T\). For the measured lowest ns levels the two values agree within 0.001 in neon and argon but differ by about 0.004 in krypton and 0.04 in xenon, where Δ is 1.3 eV and the 5d levels lie close to the upper 6s pair. With the defects fixed on the lower levels, (6) places the upper J = 1 level within about 2 meV in neon and argon, about 15 meV off in krypton and about 0.1 eV off in xenon.

The first derivation uses the Coulomb functions without a semiclassical approximation. Its requirement is that the potential be purely Coulombic outside the core and that f and g vary little with energy at the core's edge.

The second assumes that the wavelength changes slowly where the core hands the wave over to the tail. Near the core \(k\simeq\sqrt{2/r}\), so \(|d(1/k)/dr|=1/\sqrt{8r}\) must be small, which requires r well above 1/8 Bohr radius. The approach is slow: at zero energy the semiclassical phase is still off by about \(0.04\pi\) at 1 Bohr radius and \(0.02\pi\) at 5. The handover must also lie far inside the turning point, so that φ there hardly depends on the channel energy. The constant phase at the centre is not derived but calibrated on hydrogen. In return, this route needs no special functions and shows directly where the weights 2/3 and 1/3 enter: the diagonal elements of the core's scattering matrix are averages of the phase factors \(e^{2\pi i\mu_\alpha}\) with these weights.

The two conditions are algebraically the same. Let N be the matrix in (4), with elements \(U_{i\alpha}\sin\pi(\nu_i+\mu_\alpha)\), and let \(e^{i\pi\nu}\) and \(e^{i\pi\mu}\) denote diagonal matrices. Then

\[
2iN=e^{i\pi\nu}Ue^{i\pi\mu}-e^{-i\pi\nu}Ue^{-i\pi\mu},\qquad
-e^{i\pi\nu}(2iN)\,e^{i\pi\mu}U^{T}=1-\mathcal R\mathcal S .
\]

The factors multiplying N are invertible, and \(\det(1-\mathcal R\mathcal S)=\det(1-\mathcal S\mathcal R)\), so the two determinants vanish together. The semiclassical route therefore adds no error to the form of (6); its approximations affect how the phase shifts \(\pi\mu_\alpha\) are identified at the core.

## Values computed for the example and the checks

```
Rydberg energy R: 13.605693 eV
U row core 3/2 (singlet, triplet): 0.816497 0.577350
U row core 1/2 (singlet, triplet): -0.577350 0.816497
singlet share in core 1/2, from operators: 0.333333
g at r = 1 bohr, zero-energy limit: 0.193124 bohr
g at r = 1 bohr, nu = 20.3: 0.193029 bohr
g at r = 1 bohr, nu = 40.7: 0.193100 bohr
(g - limit)*nu^2 at nu = 20.3, 40.7: -0.03921 -0.03920 bohr
small-difference test, muS and muT: 0.30 0.32
  nu2, exact defect M, mean (2muS+muT)/3: 8.08667 0.306572 0.306667
core splitting: 0.100 eV
well radius: 0.050 nm
well depth singlet, triplet: 15.0 40.0 eV
nu2 at the lower limit: 11.6643
single-limit defects at n = 5 (singlet, triplet): 0.09187 0.20426
single-limit defects at n = 8 (singlet, triplet): 0.09135 0.20342
single-limit defects at n = 12 (singlet, triplet): 0.09117 0.20313
jj mean defects, lower and upper series: 0.12870 0.16606
n = 2 pair: energy -4.1991 eV, singlet probability 0.00933
n = 2 pair: energy -3.7194 eV, singlet probability 0.99066
levels below the lower limit; w = weight of core 1/2
E exact/meV  E predicted/meV  nu1      nu2      w exact  w predicted
  -574.493    -574.336    4.8665   4.4913   0.0278   0.0276
  -482.203    -482.031    5.3118   4.8342   0.9629   0.9631
  -394.299    -394.258    5.8742   5.2464   0.0210   0.0210
  -302.116    -302.068    6.7108   5.8168   0.8458   0.8454
  -285.943    -285.931    6.8980   5.9374   0.1455   0.1459
  -219.892    -219.892    7.8660   6.5217   0.0226   0.0226
  -191.533    -191.522    8.4283   6.8315   0.9487   0.9487
  -172.466    -172.469    8.8820   7.0665   0.0304   0.0304
  -139.786    -139.790    9.8657   7.5327   0.0186   0.0186
  -122.069    -122.069   10.5574   7.8274   0.9107   0.9106
  -114.663    -114.666   10.8930   7.9613   0.0661   0.0662
   -96.523     -96.526   11.8726   8.3206   0.0095   0.0095
   -82.276     -82.279   12.8595   8.6396   0.0252   0.0252
largest energy error, constant defects: 0.1716 meV
largest energy error, drifting defects: 0.0192 meV
largest scaled error, constant defects: 0.000713
largest scaled error, drifting defects: 0.000078
largest error of the weight w: 0.00038
largest residual of the condition: 0.00444
same with weights 2/3 and 1/3 swapped: 0.23377
```
